# Optical matrix elements with a nonlocal pseudopotential: why p/m is insufficient

**The argument under review.** A calculation obtains the bands of a crystal from a nonlocal pseudopotential and then computes its optical absorption from the matrix elements of $p/m$. The justification offered is that light enters through $p\to p+eA$, so that the term linear in the vector potential is $eAp/m$. The potential, it is said, affects the states but not the operator between them.

The objection concerns the last sentence. Does a potential that is an integral operator leave the coupling to light unchanged? A one-dimensional crystal is enough to decide.

## The operator that couples to light

Let the electron have charge $-e$ and Hamiltonian

$$H=\frac{p^2}{2m}+V_L(x)+V_{NL},\qquad (V_{NL}\psi)(x)=\int V(x,x')\psi(x')\,dx'.$$

The nonlocal part is Hermitian and independent of energy. The light field $F$ is taken as uniform over the crystal (the dipole approximation), so its potential energy is $eFx$. This form contains no vector potential, and $V_{NL}$ is taken to be the same operator as without light; any change of the ions by the field is neglected.

To reach the vector-potential form, set $F=-dA/dt$ and $\psi=U\phi$ with $U=e^{ieAx/\hbar}$. Inserting this in the Schrödinger equation gives

$$i\hbar\,\dot\phi=\left(U^\dagger HU+eFx-i\hbar U^\dagger\dot U\right)\phi .$$

The last term is $-i\hbar(ie\dot Ax/\hbar)=e\dot Ax=-eFx$, which cancels the field term. What remains is $U^\dagger HU$. To first order in $A$,

$$U^\dagger HU=H-\frac{ieA}{\hbar}[x,H]=H+eA\,\frac{i}{\hbar}[H,x].$$

The operator multiplying $eA$ is therefore the velocity $v=(i/\hbar)[H,x]$, the same operator that Heisenberg's equation gives for $dx/dt$. Its three parts are as follows.

- Since $[p,x]=-i\hbar$, one has $[p^2,x]=p[p,x]+[p,x]p=-2i\hbar p$. The kinetic energy thus contributes $(i/\hbar)(-2i\hbar p)/(2m)=p/m$.
- $V_L(x)$ commutes with $x$ and contributes nothing.
- $[V_{NL},x]$ has the kernel $V(x,x')x'-xV(x,x')=V(x,x')(x'-x)$. This vanishes if $V(x,x')$ is proportional to $\delta(x-x')$, as for a local potential, but not for a general kernel.

Hence

$$v=\frac pm+\frac i\hbar[V_{NL},x].$$

The argument replaced $p$ by $p+eA$ in the kinetic energy but left $V_{NL}$ untouched. The transformation changes both.

## The group-velocity identity

Write a Bloch state as $\psi_{nk}=e^{ikx}u_{nk}$ and define $H(k)=e^{-ikx}He^{ikx}$, so that $H(k)u_{nk}=E_n(k)u_{nk}$. Differentiating both exponentials gives

$$\frac{\partial H(k)}{\partial k}=e^{-ikx}(-ixH+iHx)e^{ikx}=e^{-ikx}\,i[H,x]\,e^{ikx}=\hbar\,e^{-ikx}v\,e^{ikx}.$$

Although $x$ is not periodic, the commutator is: translation by a lattice vector adds a constant to $x$, and a constant commutes with $H$.

For a nondegenerate normalized state, differentiate $E_n=\langle u_n|H(k)|u_n\rangle$. The terms containing derivatives of the states combine to $E_n\,d\langle u_n|u_n\rangle/dk=0$. Therefore

$$\frac1\hbar\frac{dE_n}{dk}=\langle\psi_n|v|\psi_n\rangle
=\frac{\langle p\rangle}{m}+\left\langle\frac i\hbar[V_{NL},x]\right\rangle .$$

Dropping the commutator breaks this identity wherever its mean value is nonzero.

## A separable crystal

Take period $a$, zone boundary $K=\pi/a$, local potential $V_L=2V_1\cos(2\pi x/a)$ and

$$V_{NL}=D\sum_R|\beta_R\rangle\langle\beta_R|,\qquad \beta(x)=(\pi s^2)^{-1/4}e^{-x^2/2s^2},$$

with one normalized Gaussian $\beta_R(x)=\beta(x-R)$ on each site $R$. Its Fourier transform and derivative are

$$f(q)=\int\beta(x)e^{-iqx}dx=(4\pi s^2)^{1/4}e^{-q^2s^2/2},\qquad f'(q)=-qs^2f(q).$$

In a crystal of $N$ cells, a normalized plane wave $q=k+G$ has overlap $\langle q|\beta_R\rangle=(Na)^{-1/2}f(q)e^{-iqR}$. Two waves with the same $k$ differ by a reciprocal lattice vector, so the phases in the sum over $R$ all equal one and the sum gives a factor $N$:

$$H_{NL}(q,q')=\frac Da f(q)f(q'),\qquad
\frac{\partial H_{NL}}{\partial k}=\frac Da\left[f'(q)f(q')+f(q)f'(q')\right].$$

For a single plane wave the diagonal derivative is $-2Dqs^2f(q)^2/a$. A repulsive projector ($D>0$) thus lowers the velocity of a wave with $q>0$, because the wave overlaps the projector less as $q$ grows.

The example uses $a=0.25$ nm, $s=0.05$ nm, $V_1=-1.2$ eV and $D=4$ eV, with the lowest band filled. Its velocities, in nm/fs, are:

| $k/K$ | $(1/\hbar)dE/dk$ | $\langle p\rangle/m$ | commutator |
|---|---|---|---|
| 0.25 | 0.290 | 0.363 | −0.072 |
| 0.50 | 0.587 | 0.720 | −0.133 |
| 0.75 | 0.874 | 1.046 | −0.172 |
| 0.90 | 0.898 | 1.057 | −0.159 |

The first velocity column comes from finite differences of the energies, the other two from operators. At $k=K/2$ the sum is $0.720-0.133=0.587$, as required, whereas $p/m$ alone is 23% above the group velocity. With $D$ set to zero and $V_1$ held fixed, $\langle p\rangle/m$ agrees with the energy slope at all four values of $k$ to within $10^{-5}$ eV nm, expressed as $\hbar$ times velocity.

One might reply that $p/m$ is the true velocity and the energy slope a formal quantity. The motion of a packet settles this. A packet in the filled band, centred at $K/2$ with an rms width of 1.5 nm, was propagated for 5 fs on a real-space ring of 100 cells. Its mean position moved by 2.93 nm. The group velocity predicts $0.587\times5=2.93$ nm; the packet's own $\langle p\rangle/m$ predicts 3.60 nm.

## Band edges hide the error

At $k=K$ the states of this inversion-symmetric crystal have definite parity, while both parts of $v$ are odd. Both diagonal elements therefore vanish, and $p/m$ satisfies the group-velocity identity there. That agreement says nothing about the transition between the two bands.

Keep only the waves $q=\pm K$. The diagonal elements of $H$ are $\hbar^2K^2/2m+Df(K)^2/a$, and the off-diagonal element is $V_1+Df(K)^2/a$. With $\Delta_{NL}=2Df(K)^2/a$, the even and odd combinations have energies

$$E_+=\frac{\hbar^2K^2}{2m}+V_1+\Delta_{NL},\qquad E_-=\frac{\hbar^2K^2}{2m}-V_1 .$$

The odd state misses the projector because its two overlaps cancel. The gap is $E_+-E_-=2V_1+\Delta_{NL}=-2.40+3.82=1.42$ eV; the full basis gives 1.45 eV.

Now take the element between the odd state $(1,-1)/\sqrt2$ and the even state $(1,1)/\sqrt2$. The kinetic part of $\hbar v$ is diagonal, with entries $\pm\hbar^2K/m$, and gives $\hbar^2K/m$. In the nonlocal part, $f$ is even and $f'$ is odd. The odd state therefore has overlap $\sqrt2f'(K)$ with $f'$ and zero with $f$; the even state has overlap $\sqrt2f(K)$ with $f$ and zero with $f'$. One product survives:

$$\frac Da\,\sqrt2f'(K)\,\sqrt2f(K)=-\frac{2D}{a}Ks^2f(K)^2=-Ks^2\Delta_{NL}.$$

Dividing the total by the kinetic part gives, in the two-wave approximation,

$$\frac{v_{cv}}{p_{cv}/m}=1-\frac{ms^2\Delta_{NL}}{\hbar^2}
=1-\frac{0.0025\times3.82}{0.0762}=0.875 .$$

Here $\hbar^2/m=0.0762$ eV nm². The full basis gives 0.872. For an attractive projector $\Delta_{NL}<0$, and $p/m$ would be too small instead of too large. If $s\to0$ with $\Delta_{NL}$ held fixed, the correction vanishes: the projector then acts as a local delta potential, for which the original argument is sound.

In the full basis $|p_{cv}|/m=1.455$ nm/fs and $|v_{cv}|=1.270$ nm/fs. Absorption strength goes as the square, so $p/m$ overestimates it by a factor $(1.455/1.270)^2=1.31$, with the energies and states held fixed. Correct bands give no warning of this.

The field term $eFx$ offers a second route to the same element. Differentiate $[H(k)-E_n]u_n=0$ and project on $u_m$ with $m\ne n$:

$$\hbar\langle m|v|n\rangle=(E_n-E_m)\langle u_m|\partial_ku_n\rangle .$$

The derivative of $E_n$ drops out by orthogonality. Since $v=(i/\hbar)[H,x]$, the interband position element is $x_{mn}=i\langle u_m|\partial_ku_n\rangle$. Differentiating the computed states gives $|x_{cv}|=0.577$ nm. Multiplied by the gap of 1.449 eV and divided by $\hbar$, this is 1.27 nm/fs, the value with the commutator.

## The same omission spoils the mass

Expand $H(k+\kappa)$ to second order in $\kappa$. Second-order perturbation theory gives the coefficient of $\kappa^2$ in the energy as

$$\frac12\left\langle\frac{\partial^2H}{\partial k^2}\right\rangle+\sum_{m\ne n}\frac{\hbar^2|\langle m|v|n\rangle|^2}{E_n-E_m}.$$

This equals $\hbar^2/2m^*$. The kinetic part of $\partial^2H/\partial k^2$ is $\hbar^2/m$. Multiplying by $2m/\hbar^2$ yields

$$\frac m{m^*}=1+\frac m{\hbar^2}\left\langle\frac{\partial^2H_{NL}}{\partial k^2}\right\rangle+2m\sum_{m'\ne n}\frac{|\langle m'|v|n\rangle|^2}{E_n-E_{m'}},$$

where $m'$ labels bands and $m$ is the electron mass. For the upper band at $K$ this sum gives $m^*=0.074\,m$, as does the curvature of the band. Replacing $v$ by $p/m$ and dropping the second-derivative term gives $0.057\,m$. For the filled band the two results are $-0.087\,m$ and $-0.064\,m$. A mismatch of this kind, in a sum over all bands of the basis, exposes the error at a band edge, where the diagonal identity cannot.

## What carries over to a real semiconductor

The gap of 1.45 eV and upper-band mass of $0.074\,m$ lie near the rough values for gallium arsenide, 1.4 eV and $0.07\,m$. The filled-band mass resembles a light hole; the real crystal also has a much heavier one, as well as degenerate, anisotropic valence bands. The projector was not fitted to any atom, so the 31% error is a property of this model and not a prediction for the material. Near the gap of a bulk crystal, the assumption of independent electrons can cost more than this. With a rough permittivity of 12 and the model's reduced mass of $0.040\,m$, the bulk Sommerfeld formula for electron–hole attraction raises absorption 0.1 eV above the gap by a factor of 1.73. That formula is three-dimensional and does not apply to the one-dimensional model itself, where a Coulomb attraction softened at short distance lowers the continuum absorption at this energy instead. In a bulk crystal where $p/m$ is too large, as it is with the repulsive projector here, using $p/m$ and neglecting the attraction are errors of opposite sign that partly offset each other, so rough agreement with a measured spectrum would not show that either is absent.

The other effects estimated here are smaller for these numbers; the variation of the light field within a cell, caused by the response of the electrons, is not estimated. The spin–orbit term in the velocity operator was not computed; a splitting of 0.3 eV times an assumed length of 0.05 nm, of the order of a core radius, would make it about 2% of $\hbar|v_{cv}|$. The splitting of the bands themselves is a separate effect, not included here. The photon wave number is 0.2% of $K$. At 0.1 MV/cm the light coupling is 0.4% of the gap, which supports keeping only the term linear in $A$ in the Hamiltonian; for resonant absorption to be linear, the light must also be weak or brief enough to leave the upper band nearly empty. Moving from $K$ by a thermal wave number at 300 K leaves the strength ratio at 1.31; lattice vibrations are not included.

A further limitation concerns the pseudopotential itself. The operator $v$ is the velocity belonging to the pseudo-Hamiltonian. Whether its elements reproduce those of the all-electron crystal depends also on how the pseudopotential treats the core region, which this model cannot assess.

**Requested change.** The matrix elements should be recomputed with $\partial H(k)/\partial k$, including the derivative of the projectors, and their diagonal part compared with the energy slope at general $k$, away from symmetry points. The numerical output below gives the full set of values for the example.

## Calculated quantities

```
period a = 0.25 nm, projector width s = 0.05 nm
local V1 = -1.2 eV, nonlocal strength D = 4.0 eV
hbar^2/m = 0.07620 eV nm^2, K = pi/a = 12.5664 1/nm
gap at K, full = 1.4488 eV; two waves = 1.4218 eV
nonlocal part of two-wave gap = 3.8218 eV
filled band, velocities in nm/fs:
  k/K   (dE/dk)/hbar   <p>/m   <commutator part>
  0.25   0.2903   0.3625   -0.0722
  0.50   0.5868   0.7203   -0.1334
  0.75   0.8741   1.0458   -0.1717
  0.90   0.8981   1.0568   -0.1587
p/m excess over group velocity, k=K/2: 22.7 %
packet: rms width 1.5 nm, run time 5.0 fs
packet displacement measured = 2.934 nm
  from group velocity = 2.934 nm
  from packet's <p>/m = 3.601 nm
interband |v| at K = 1.2697 nm/fs
interband |p|/m at K = 1.4553 nm/fs
interband |x| at K from states = 0.5768 nm
|v|/(|p|/m): full = 0.8725, two waves = 0.8746
absorption strength ratio, p/m over v = 1.3137
upper band mass/m: curvature = 0.0741
  sum with v = 0.0741, with p/m = 0.0567
filled band mass/m: curvature = -0.0866
  sum with v = -0.0866, with p/m = -0.0640
neglected effects (rough inputs):
permittivity 12.0, reduced mass/m = 0.0399
exciton binding, bulk = 3.77 meV
Sommerfeld factor 0.1 eV above gap = 1.731
spin-orbit inputs: 0.3 eV, 0.05 nm
spin-orbit velocity / interband v = 1.79 %
refractive index 3.5, photon k / K = 0.00204
light field = 0.10 MV/cm, coupling/gap = 0.00398
thermal k at 300 K = 0.1585 1/nm
strength ratio at K minus thermal k = 1.3127
```
